# Optimal two-point extrapolation of the diffusion Monte Carlo time-step error, part 2

Two diffusion Monte Carlo (DMC) runs at time steps \(\tau_1<\tau_2\le\tau_{\max}\), \(x=\tau_1/\tau_2\), give energies \(E_1,E_2\). We seek the steps and effort split minimising the variance of the unbiased extrapolation \(\hat E_0=w_1E_1+w_2E_2\) to \(\tau=0\). In atomic units \(\tau\) is an inverse energy and \(C\) an energy. Run \(i\) has \(N_i\) steps, \(W\) walkers, \(T_i=N_iW\) walker-steps and variance \(\sigma_i^2\). Assumptions:

- (A) \(E(\tau)=E_0+\kappa\tau\) for \(0<\tau\le\tau_{\max}\), \(\kappa\) unknown.
- (B) Independent runs, equal cost per walker-step, free equilibration, fixed \(T=\sum_iT_i\).
- (C) \(\sigma_i^2=C/(\tau_iT_i)\), \(C\) independent of \(\tau\).

Results:
\[
w_1=\frac1{1-x},\qquad w_2=-\frac{x}{1-x}. \tag{5}
\]
\[
\operatorname{Var}\hat E_0=C\left[\frac{a_1^2}{T_1}+\frac{a_2^2}{T_2}\right],\qquad a_i=\frac{|w_i|}{\sqrt{\tau_i}} . \tag{6}
\]
\[
\frac{T_1}{T_2}=x^{-3/2},\qquad \operatorname{Var}\hat E_0=\frac{C\,F^2}{\tau_2T},\qquad F=\frac{x^{-1/2}+x}{1-x}. \tag{8}
\]
The optimum is \(\tau_2=\tau_{\max}\), \(x=\tfrac14\), \(T_1/T_2=8\), with variance \(9C/(\tau_{\max}T)\). Nearby,
\[
\ln F=\ln3+\tfrac{16}{3}\left(x-\tfrac14\right)^2+\dots \tag{10}
\]
For several runs, \(s_i=\sqrt{\tau_i/\tau_{\max}}\) and \(\sum_i|w_i|/s_i\ge3\). Curvature \(\lambda\tau^2\) in \(E(\tau)\) leaves the bias
\[
\lambda\,\frac{\tau_2\tau_1^2-\tau_1\tau_2^2}{\tau_2-\tau_1}=-\lambda\tau_1\tau_2 , \tag{12}
\]

**Algorithm of A.2.** \(H\) has ground state \(\phi_0\); the trial function \(\psi\) gives \(\mathbf v=\nabla\psi/\psi\), \(E_L=H\psi/\psi\). A walker moves by \(\mathbf R'=\mathbf R+\tau\mathbf v+\sqrt\tau\,\boldsymbol\eta\) (\(\boldsymbol\eta\) standard normal, density \(P\)), without accept/reject, then becomes \(\lfloor G+\xi\rfloor\) copies, \(\xi\) uniform on \([0,1)\), with
\[
G(\mathbf R,\mathbf R')=\exp\left[-\tau\left(\tfrac12E_L(\mathbf R)+\tfrac12E_L(\mathbf R')-E_T\right)\right].
\]
Let \(r=\{G\}(1-\{G\})\), with \(\{G\}\) the fractional part, and \((K\varphi)(\mathbf R)=\int PG\varphi(\mathbf R')\,d\mathbf R'\). \(E_T\) makes \(K\)'s largest eigenvalue 1; \(f\) is the stationary walker density, \(f(\varphi)=\int f\varphi\,d\mathbf R\), \(E(\tau)=f(E_L)\). With \(g-Kg=E_L-E(\tau)\), \(f(g)=0\), a long run has variance \(V/T\):
\[
V(\tau)=\int f(\mathbf R)\left[\int P\,(G^2+r)\,g(\mathbf R')^2\,d\mathbf R'-(Kg)(\mathbf R)^2\right]d\mathbf R. \tag{2}
\]
As \(\tau\to0\), \(g\simeq u/\tau\), \(f=\psi\phi_0/\Omega\), \(\Omega=\langle\phi_0|\psi\rangle\), and
\[
u=1-\Omega\,\phi_0/\psi . \tag{3}
\]
\[
\tau V(\tau)\to C=f\!\left(|\nabla u|^2\right)+f\!\left(|E_L-E_0|\,u^2\right)\qquad(\tau\to0). \tag{4}
\]
Population control multiplies \(G\) in step \(n\) by \(c_n\). With \(S_n(\varphi)\) the sum of \(\varphi\) over walkers after step \(n\), the mean of \((c_n-1)S_{n-1}(Kg)/W\) is an order-\(1/W\) bias.

**Drift of \(\tau V\).** Suppose \(\tau V=C(1+c\tau)\) and put \(\epsilon=c\tau_2\). Then \(a_1\) gains a factor \(1+\epsilon x/2\) and \(a_2\) a factor \(1+\epsilon/2\), to first order in \(\epsilon\), and
\[
\ln F\to\ln F+\tfrac\epsilon2\,\Phi(x),\qquad \Phi=\frac{x^{1/2}+x}{x^{-1/2}+x}.
\]
At \(x=\tfrac14\) the numerator of \(\Phi\) is \(\tfrac34\) with derivative \(\tfrac12x^{-1/2}+1=2\), and the denominator is \(\tfrac94\) with derivative \(-\tfrac12x^{-3/2}+1=-3\). So \(\Phi=\tfrac13\) and \(\Phi'=(2\cdot\tfrac94+3\cdot\tfrac34)/(\tfrac94)^2=\tfrac43\). Adding this slope to the derivative of (10) gives \(\tfrac{32}{3}\delta x+\tfrac23\epsilon=0\). The ratio of efforts is \(a_1/a_2=x^{-3/2}[1-\epsilon(1-x)/2]\), whose relative change is \(-\tfrac32\,\delta x/x-\tfrac38\epsilon=\tfrac38\epsilon-\tfrac38\epsilon\). To first order in \(\epsilon\),
\[
x=\tfrac14-\tfrac{\epsilon}{16},\qquad T_1/T_2=8,\qquad \operatorname{Var}\hat E_0=\frac{9C}{\tau_2T}\left(1+\tfrac\epsilon3\right). \tag{13}
\]

**Uncorrelated steps.** If \(\sigma_i^2=\sigma^2/T_i\), then \(a_i=|w_i|\), \(T_1/T_2=1/x\) and \(F=(1+x)/(1-x)\), which increases with \(x\). The variance falls toward \(\sigma^2/T\) as \(x\to0\) and has no interior minimum. The ratio 1:4 is a consequence of the factor \(1/\tau\) in (C).

**Another power law.** If the leading bias is \(\kappa\tau^\nu\), the weights are (5) with \(x^\nu\) in place of \(x\), so \(F=(x^{-1/2}+x^\nu)/(1-x^\nu)\) and \(T_1/T_2=x^{-\nu-1/2}\). The values \(\tfrac14\) and 8 were derived for \(\nu=1\) only.

**Equilibration.** An equilibration time \(t_{\rm eq}\) costs \(Wt_{\rm eq}/\tau_i\) walker-steps, negligible when \(N_i\tau_i\gg t_{\rm eq}\). Under the optimal design with equal populations the large-step run has the shorter \(N\tau\) and meets this condition last.

**Tolerating bias.** The optimum is among unbiased estimates. A single run with the whole effort has mean-square error \(\kappa^2\tau^2+C/(\tau T)\). Its derivative vanishes at \(\tau^3=C/(2\kappa^2T)\), where the error is \(3\kappa^2\tau^2\propto T^{-2/3}\). Under (A) the extrapolated variance falls as \(T^{-1}\) at fixed \(\tau_{\max}\), so for \(\kappa\ne0\) extrapolation has the smaller mean-square error at large \(T\), and the single run can have the smaller one at small \(T\). Choosing the best single step requires knowledge of \(\kappa\). With curvature the bias (12) remains at fixed steps, so \(\tau_2\) has to shrink as \(T\) grows. Minimising \(\lambda^2\tau_2^4/16+9C/(\tau_2T)\) for the 1:4 design gives \(\tau_2^5\propto1/T\) and a mean-square error \(\propto T^{-4/5}\), which still falls faster than \(T^{-2/3}\).

## A.6 A solvable model

Take one electron in a one-dimensional well, \(H=-\tfrac12\,d^2/dy^2+\tfrac12\omega^2y^2\), with \(\psi=\exp(-a\omega y^2/2)\) and \(0<a<1\). Set \(\omega=1\), so that energies are in units of \(\omega\) and the time step is \(\theta=\omega\tau\). Then \(v=-ay\), \(\psi''/\psi=a^2y^2-a\), and \(E_L=a/2+ky^2\) with \(k=(1-a^2)/2\).

**Time-step error.** A Gaussian density \(\exp(-py^2/2)\) stays Gaussian under one step. The first half of the weight multiplies it by \(\exp(-\theta ky^2/2)\), so the inverse variance becomes \(q=p+k\theta\). The move \(y'=(1-a\theta)y+\sqrt\theta\,\eta\) makes the variance \(b/q+\theta\) with \(b=(1-a\theta)^2\). The second half of the weight adds \(k\theta\) again. Stationarity requires \(p=q/(b+\theta q)+k\theta\), that is \((q-2k\theta)(b+\theta q)=q\). Expanding, inserting \(b-1=-2a\theta+a^2\theta^2\) and dividing by \(\theta\),
\[
q^2-Bq-2kb=0,\qquad B=2a-a^2\theta+2k\theta=2a+(1-2a^2)\theta .
\]
For \(a\theta\ne1\) the product of the roots is \(-2kb<0\), so exactly one is positive. At \(a\theta=1\) the roots are 0 and \(B=1/a\), and the positive one is again the solution. In the discriminant \(B^2+4(1-a^2)(1-a\theta)^2\) the constant term is \(4a^2+4(1-a^2)=4\), the coefficient of \(\theta\) is \(4a(1-2a^2)-8a(1-a^2)=-4a\), and that of \(\theta^2\) is \((1-2a^2)^2+4a^2(1-a^2)=1\). With \(D=4-4a\theta+\theta^2\), \(p=q-k\theta=\tfrac12[2a-a^2\theta+\sqrt D]\), and \(E=a/2+k/p\) becomes
\[
E=\omega\left[\frac a2+\frac{1-a^2}{2a-a^2\theta+\sqrt{4-4a\theta+\theta^2}}\right]. \tag{14}
\]
Using \(\sqrt{1+z}=1+z/2-z^2/8+\dots\) with \(z=-a\theta+\theta^2/4\) gives \(\sqrt D=2-a\theta+(1-a^2)\theta^2/4+O(\theta^3)\). Then \(p=(1+a)\left[1-a\theta/2+(1-a)\theta^2/8\right]\), its inverse is \((1+a)^{-1}\left[1+a\theta/2+\left(a^2/4-(1-a)/8\right)\theta^2\right]\), and \(k/(1+a)=(1-a)/2\). The constant term of \(E\) is \(a/2+(1-a)/2=\tfrac12\). With \(2a^2+a-1=(2a-1)(a+1)\),
\[
E_0=\frac\omega2,\qquad \kappa=\frac{a(1-a)}{4}\,\omega^2,\qquad \lambda=\frac{(1-a^2)(2a-1)}{16}\,\omega^3 . \tag{15}
\]

**The constant \(C\).** At \(\theta\to0\), \(f\) is Gaussian with inverse variance \(1+a\), and (3) has the form \(u=1-Ae^{-(1-a)y^2/2}\). The condition \(f(u)=0\) gives \(1/A=\sqrt{(1+a)/2}\), because the extra factor raises the inverse variance from \(1+a\) to 2. Then \(u'^2=A^2(1-a)^2y^2e^{-(1-a)y^2}\), where the exponential raises the inverse variance to \(3-a\), so that \(f(y^2e^{-(1-a)y^2})=(1+a)^{1/2}(3-a)^{-3/2}\). The move term of (4) is \(2(1-a)^2(1+a)^{-1/2}(3-a)^{-3/2}\,\omega\). The branching term contains an absolute value and is left to quadrature.

## A.7 Worked example

The model parameters are \(\hbar\omega=10\) eV and \(a=0.7\). The oscillator length is 0.873 Å, the rms width of \(\psi^2\) is 0.738 Å, and \(E_0=5\) eV (0.18375 hartree). Equation (15) gives \(\kappa=0.7\cdot0.3\cdot10^2/4=5.25\ \mathrm{eV}^2\) and \(\lambda=0.51\cdot0.4\cdot10^3/16=12.75\ \mathrm{eV}^3\). Quadrature of (4) gives \(C=0.3958+0.0614=0.4572\) eV. The program and its output follow this text.

**The law (C).** The kernel \(K\) was put on a grid, and \(f\), \(g\), \(E(\tau)\) and \(V(\tau)\) of (2) were obtained by linear algebra with no expansion in \(\tau\).

| \(\tau\) (1/eV) | \(E\) (eV) | \(V\) (eV²) | \(\tau V/C\) |
|---|---|---|---|
| 0.00125 | 5.00658 | 367.4 | 1.0046 |
| 0.0025 | 5.01320 | 184.6 | 1.0094 |
| 0.005 | 5.02657 | 93.19 | 1.0192 |
| 0.01 | 5.05378 | 47.57 | 1.0406 |
| 0.02 | 5.11011 | 24.94 | 1.0909 |

The program asserts that the grid energies agree with (14) to \(10^{-9}\omega\), that \(\tau V/C\) lies within \(3\omega\tau\) of 1, and that the linear extrapolation of \(\tau V\) from the two smallest steps, 0.45713 eV, agrees with 0.45719 eV from (4) within 0.5% of the latter. The excess of \(\tau V/C\) over 1 roughly doubles with \(\tau\), so in this model the drift starts linearly, with \(c\approx0.0046/0.00125\approx3.7\) eV.

**Design.** Take \(\tau_2=0.02\ \mathrm{eV}^{-1}\) (0.544 hartree⁻¹), \(\tau_1=0.005\ \mathrm{eV}^{-1}\) (0.136 hartree⁻¹), \(W=40\), and \(1600+200\) steps, so \(T=1800\cdot40=72000\). The predicted error bar is
\[
3\sqrt{\frac{0.45719}{0.02\cdot72000}}\ \mathrm{eV}=0.0535\ \mathrm{eV}\quad(0.00196\ \text{hartree}),
\]
against 0.0677 eV for \(900+900\) steps. With the grid \(V(\tau)\) in place of \(C/\tau\) the two runs have \(\sigma_1=0.0382\) eV and \(\sigma_2=0.0558\) eV, and \(\sqrt{16\cdot0.0382^2+0.0558^2}\,/3=0.0542\) eV. The curvature bias from the table is \((4\cdot5.026569-5.110115)/3-5=-0.00128\) eV, and (12) gives \(-12.75\cdot0.005\cdot0.02=-0.001275\) eV; agreement within 5% of the latter is asserted. The bias is about one fortieth of the error bar, so this \(\tau_2\) lies well inside the linear range at this effort. It is a cautious choice and not the largest usable step: doubling both steps gives a bias of \(-0.0051\) eV by (12) and an error bar of 0.0387 eV by (13) with \(\epsilon=0.148\), an rms error of 0.039 eV.

**The optimum found numerically.** Minimising the intercept variance of a weighted least-squares fit over \(x\), \(T_1/T\) and \(\tau_2\), under (C), returns 0.2500, \(T_1/T_2=8.000\), \(\tau_2=\tau_{\max}\) and \(9.0000\,C/(\tau_{\max}T)\). A linear program for \(\sum|w_i|/s_i\) over a fine set of time steps puts weights 1.3333 and −0.3333 at \(\tau/\tau_{\max}=0.25\) and 1, with value 3.0000. The best of 3000 random designs with three to six steps has 9.237. All of these are asserted against the values derived above, as is the run of the uncorrelated case to the smallest allowed \(x\). Without (C), using the grid \(V(\tau)\), the optimum is \(x=0.248\), \(T_1/T_2=7.99\), variance 9.11 for \(\tau_2=0.01\ \mathrm{eV}^{-1}\), and \(x=0.245\), 7.98, 9.24 for \(\tau_2=0.02\ \mathrm{eV}^{-1}\), variances in units of \(C/(\tau_2T)\). Equation (13) with \(\epsilon=3.7\cdot0.01=0.037\) gives \(x=0.248\) and 9.11, and with \(\epsilon=0.074\) gives \(x=0.245\) and 9.22; it also accounts for the ratio of efforts staying near 8. The program asserts only looser bounds proportional to \(\omega\tau_2\) on these shifts, so the comparison with (13) is read from the output.

**Branching DMC.** The algorithm of A.2 was run in 400 independent replicas. \(E_T\) was set to the value that makes the grid eigenvalue 1, minus \(\omega\ln(W_n/W)\) with \(W_n\) the current population, and an equilibration time \(4/\omega\) was discarded and not counted in \(T\). The scatter over replicas measures each \(\sigma\) with a relative standard error of 3.5%. For the four runs the measured and grid values in eV are 0.0498 and 0.0509 (\(\tau_1\), 900 steps), 0.0380 and 0.0382 (\(\tau_1\), 1600), 0.0575 and 0.0558 (\(\tau_2\), 200), 0.0281 and 0.0263 (\(\tau_2\), 900). The last is 7% above the grid value, about two standard errors. At equal effort the ratio of the measured \(\sigma\) is \(0.0498/0.0281=1.77\pm0.09\). The grid values give 1.93, (C) predicts 2, and uncorrelated steps of equal variance would give 1. The extrapolated energies scatter by 0.0545 eV for 8:1 (grid 0.0542) and 0.0671 eV for 1:1 (grid 0.0685). The variance ratio is 1.52, against 1.59 from the grid and 1.605 from (C); each variance is uncertain by 7% of itself, and the two designs share trajectories. The assertions are that each variance matches its grid value within four standard errors and that 1:1 scatters more than 8:1.

The replica mean of \(\hat E_0\) is \(5.0040\pm0.0027\) eV for 8:1. It lies 0.0053 eV above the infinite-population value \(5-0.0013\) eV, about two standard errors. The offset comes from the \(\tau_1\) run, whose mean 5.0303 eV exceeds the grid value 5.0266 eV by 0.0037 eV with standard error \(0.0380/\sqrt{400}=0.0019\) eV; the \(\tau_2\) means, 5.1093 and 5.1111 eV, straddle 5.1101 eV. The same 5.0040 eV for 1:1 is not an independent confirmation, since the data overlap. The \(1/W\) bias of A.2 is the mean of \((c_n-1)S_{n-1}(Kg)/W\). With the population dynamics linearised about \(Wf\), it comes to about 0.0009 eV at \(\tau_1\) and 0.0008 eV at \(\tau_2\) for \(W=40\), hence about 0.0009 eV in \(\hat E_0\), so it accounts for only about a sixth of the offset. The remainder, about 1.6 standard errors, is consistent with a fluctuation. The test on the means allows four standard errors plus \(C/W=0.011\) eV, a scale chosen from the order in \(W\) and the dimension of \(C\), and not a derived bound.

One replica is what a single calculation delivers. The first gives \(E_1=5.0835\) eV and \(E_2=5.0900\) eV, so \(\hat E_0=(4\cdot5.0835-5.0900)/3=5.081\) eV, to be quoted as \(5.08\pm0.05\) eV. It is 1.5 error bars above 5 eV. At this small effort the single biased run of A.5 is competitive: all 72000 walker-steps at \(\tau_1\) give variance \(93.194/72000=0.00129\ \mathrm{eV}^2\) and squared bias \(0.0266^2=0.00071\ \mathrm{eV}^2\), an rms error of 0.045 eV relative to \(E_0\), below 0.054 eV. This advantage is owed to the cautious \(\tau_2\): with both steps doubled, the extrapolation has an rms error of 0.039 eV at the same effort. At fixed steps the biases, 0.0266 eV for the single run at \(\tau_1\) and \(-0.0013\) eV for the extrapolation with \(\tau_2=0.02\ \mathrm{eV}^{-1}\), stay the same as \(T\) grows, while both variances fall as \(1/T\).

## A.8 Implementation

1. Establish \(\tau_{\max}\) from at least three time steps, or from a related system treated with the same kind of trial function, so that the bias left by the extrapolation is small against the target error. If the curvature is quadratic, this bias is \(|\lambda|\tau_{\max}^2/4\) in magnitude.
2. Run \(\tau_{\max}/4\) with \(8/9\) and \(\tau_{\max}\) with \(1/9\) of the walker-steps, from independent random streams. If the time per walker-step \(\gamma_i\) differs between runs, computer time \(t_i=\gamma_iT_i\) is the fixed resource, the variance (6) becomes \(C\sum_ia_i^2\gamma_i/t_i\), and the best split is \(t_i\propto a_i\sqrt{\gamma_i}\) with \(a_i\) as in (6). The ratio 1:4 was derived for equal \(\gamma_i\) and can shift when they differ.
3. Estimate \(\sigma_1\) and \(\sigma_2\) by a method that includes serial correlation, such as reblocking or independent replicas. A ratio \(\sigma_1/\sigma_2\) far from \(1/\sqrt2\) signals that (C) does not hold or that a run is too short.
4. Report \(\hat E_0=(4E_1-E_2)/3\) with error \(\sqrt{16\sigma_1^2+\sigma_2^2}\,/3\), using the measured \(\sigma_i\). A fit through two points has no residual from which an error could be taken.
5. Treat the finite-population bias separately. Any part of it that is the same at both steps passes through unchanged, because the weights sum to 1.

## Values computed for the example and the checks

```
WLS optimum: tau1/tau2 = 0.2500, T1/T2 = 8.000, tau2/tau_max = 1.0000
WLS least variance = 9.0000 C/(tau_max T)
LP support tau/tau_max = 0.25, 1.00; weights 1.3333, -0.3333; F = 3.0000
best of 3000 random designs = 9.237 C/(tau_max T)
run variances = 4.500, 9.000 C/(tau_max T); sigma1/sigma2 = 0.7071
x = 1/4, equal effort: var = 14.444, effort penalty 1.605
x = 0.5: T1/T2 = 2.828, var = 14.657, effort penalty 1.629
x = 0.1: T1/T2 = 31.623, var = 13.139, effort penalty 1.460
hbar*omega = 10.0 eV, a = 0.7, oscillator length = 0.8729 angstrom
rms width of psi^2 = 0.7378 angstrom, E0 = 5.0000 eV = 0.183747 hartree
kappa = 5.250 eV^2, lam = 12.750 eV^3
C move = 0.39578 eV, C branch = 0.06140 eV, C = 0.45719 eV
C from grid, extrapolated to tau = 0: 0.45713 eV
tau = 0.00125 1/eV: E = 5.006582 eV, V = 367.436 eV^2, tau V/C = 1.0046
tau = 0.00250 1/eV: E = 5.013205 eV, V = 184.584 eV^2, tau V/C = 1.0094
tau = 0.00500 1/eV: E = 5.026569 eV, V = 93.194 eV^2, tau V/C = 1.0192
tau = 0.01000 1/eV: E = 5.053779 eV, V = 47.574 eV^2, tau V/C = 1.0406
tau = 0.02000 1/eV: E = 5.110115 eV, V = 24.938 eV^2, tau V/C = 1.0909
tau1 = 0.0050 1/eV = 0.1361 1/hartree
tau2 = 0.0200 1/eV = 0.5442 1/hartree
residual bias: grid -0.001279 eV, -lam tau1 tau2 = -0.001275 eV
grid-V optimum, tau2 = 0.010 1/eV: x = 0.248, T1/T2 = 7.99, var = 9.11 C/(tau2 T)
grid-V optimum, tau2 = 0.020 1/eV: x = 0.245, T1/T2 = 7.98, var = 9.24 C/(tau2 T)
replicas R = 400, walkers W = 40, T = 72000 walker-steps, C/W = 0.01143 eV
relative standard error of a replica sigma = 0.035
DMC tau = 0.005 1/eV, 900 steps: mean 5.0308 eV, sigma 0.0498 eV, grid 0.0509 eV
DMC tau = 0.005 1/eV, 1600 steps: mean 5.0303 eV, sigma 0.0380 eV, grid 0.0382 eV
DMC tau = 0.020 1/eV, 200 steps: mean 5.1093 eV, sigma 0.0575 eV, grid 0.0558 eV
DMC tau = 0.020 1/eV, 900 steps: mean 5.1111 eV, sigma 0.0281 eV, grid 0.0263 eV
formula sigma = 3 sqrt(C/(tau2 T)) = 0.0535 eV = 0.001964 hartree
formula sigma, equal effort = 0.0677 eV
DMC 8:1: mean E0 5.0040 +- 0.0027 eV, sigma 0.0545 eV, grid 0.0542 eV
DMC 1:1: mean E0 5.0040 +- 0.0034 eV, sigma 0.0671 eV, grid 0.0685 eV
DMC variance ratio 1:1 over 8:1 = 1.52, grid 1.59
first replica 8:1: E1 = 5.0835 eV, E2 = 5.0900 eV, E0 = 5.0814 eV
```
